# The Madras–Sokal variance and self-consistent window for autocorrelation times, part 1

(Sections cited here and not found follow in the second part.)

## First half: the full sum and the cut sum

**Q.** I have $M$ local energies from a Monte Carlo walk. Their average is my energy, and their spread divided by $\sqrt M$ is my error bar. What is missing?

**A.** The correlation between successive values. Call the values $x_1,\dots,x_M$ and assume that the walk has equilibrated, so that the series is stationary: the mean $\mu$ is the same at every step, and the autocovariance

$$C(t)=\langle (x_i-\mu)(x_{i+t}-\mu)\rangle$$

depends on the lag $t$ alone. It is even in $t$. The average $\bar x=M^{-1}\sum_i x_i$ has the variance

$$\mathrm{Var}\,\bar x=\frac1{M^2}\sum_{i,j=1}^{M}C(i-j)=\frac1M\sum_{|t|<M}\Big(1-\frac{|t|}M\Big)C(t),$$

because $M-|t|$ pairs $(i,j)$ have the difference $t$. Assume further that $C(t)$ decays exponentially, on a scale much shorter than $M$. The factor in parentheses is then close to 1 wherever $C(t)$ matters. With $\rho(t)=C(t)/C(0)$, define

$$\tau=\frac12+\sum_{t=1}^{\infty}\rho(t),\qquad F=\sum_{t=-\infty}^{\infty}C(t)=C(0)\Big[1+2\sum_{t\ge1}\rho(t)\Big]=2\tau C(0).$$

The result is

$$\mathrm{Var}\,\bar x\simeq\frac FM=\frac{2\tau C(0)}M .$$

Uncorrelated values have $\tau=\tfrac12$, which returns your formula. Otherwise the run is worth $M/2\tau$ independent values. The time $\tau$ is counted in steps. The integrated time could equally be defined as twice this one, so the convention has to be stated with any quoted value.

**Q.** Then the task is easy. I estimate $C(t)$ from the data at every lag and add everything up. Why stop early and throw data away?

**A.** Try it with the estimator

$$\hat C(t)=\frac1M\sum_{i=1}^{M-|t|}\delta x_i\,\delta x_{i+|t|},\qquad \delta x_i=x_i-\bar x .$$

Summing over all positive and negative lags collects every ordered pair once:

$$\sum_{|t|<M}\hat C(t)=\frac1M\sum_{i,j}\delta x_i\,\delta x_j=\frac1M\Big(\sum_i\delta x_i\Big)^2=0 .$$

The last bracket vanishes by the definition of $\bar x$. The estimated $\tau$ is therefore zero for every data set, whatever the true correlation.

**Q.** That looks like an accident of subtracting the sample mean. Suppose I know $\mu$.

**A.** Put $y_i=x_i-\mu$ in place of $\delta x_i$. The same rearrangement gives

$$\frac1M\Big(\sum_i y_i\Big)^2=M(\bar x-\mu)^2 .$$

Its expectation is $M\,\mathrm{Var}\,\bar x\simeq F$, which is right on average. But it is the square of one random number $z=\sqrt M(\bar x-\mu)$. For a long run $z$ is nearly Gaussian with variance $F$, by the central limit theorem for series with decaying correlation. A Gaussian has $\langle z^4\rangle=3F^2$, so

$$\frac{\langle z^4\rangle-\langle z^2\rangle^2}{\langle z^2\rangle^2}=3-1=2 .$$

The relative standard deviation is $\sqrt2$, or 141%, and $M$ has dropped out. A longer run does not help. You have tried to learn the variance of $\bar x$ from a single sample of $\bar x$.

**Q.** Where does the noise come from? At large lags $C(t)$ is practically zero, so I thought that I was adding zeros.

**A.** You are adding estimates of zero, and each carries noise. To find how much noise a cut sum contains, keep $\mu$ known for the moment and let $W$ be the largest lag retained:

$$\hat S_W=\sum_{|t|\le W}\hat C(t)=\sum_{i,j}y_iA_{ij}y_j,\qquad A_{ij}=\frac{d(i-j)}M,$$

where $d(t)=1$ for $|t|\le W$ and $d(t)=0$ beyond. The variance of this quadratic form needs a fourth moment of the data. Take the data to be Gaussian first. A Gaussian fourth moment is the sum over pairings,

$$\langle y_iy_jy_ky_l\rangle=C_{ij}C_{kl}+C_{ik}C_{jl}+C_{il}C_{jk},\qquad C_{ij}=C(i-j).$$

The first pairing is the square of the mean, which the variance subtracts. The other two are equal after summation, because $A$ is symmetric:

$$\mathrm{Var}\,\hat S_W=\sum_{ijkl}A_{ij}A_{kl}\,(C_{ik}C_{jl}+C_{il}C_{jk})=2\,\mathrm{tr}(ACAC).$$

**Q.** A trace of four $M\times M$ matrices is not an answer I can use.

**A.** It simplifies when $W$ and $\tau$ are both much smaller than $M$. Written out, the trace is

$$\mathrm{tr}(ACAC)=\frac1{M^2}\sum_{ijkl}d(i-j)\,C(j-k)\,d(k-l)\,C(l-i).$$

The four differences add to zero. For an index $i$ away from the ends of the run, the sum over the other three indices does not depend on $i$, so the sum over $i$ gives a factor $M$. Group the two differences that enter $d$ and call their sum $n$; those that enter $C$ then add to $-n$. Define

$$G(n)=\sum_s C(s)\,C(n-s),\qquad D(n)=\sum_s d(s)\,d(n-s).$$

Both are even in $n$. $D(n)$ counts the overlap of two blocks of length $2W+1$ displaced by $n$, so $D(n)=2W+1-|n|$ for $|n|\le2W$ and zero beyond. Hence

$$\mathrm{Var}\,\hat S_W\simeq\frac2M\sum_{|n|\le2W}(2W+1-|n|)\,G(n).$$

$G(n)$ decays on the scale of the slowest decay time of $C(t)$. For a single exponential this scale is $\tau$, while a slow mode of small weight makes it much longer than $\tau$. Conditions such as $W\gg\tau$ and orders such as $\tau/W$ are written here for the case in which the two scales are comparable; otherwise, for a sum of positive decaying exponentials, the slowest decay time, put in the place of $\tau$, gives a safe condition and an upper estimate of the order. If $C(t)$ changes sign, cancellation can make $F$ small and the corrections much larger: for $\rho(t)=(-0.9)^{|t|}$ a window of ten decay times still gives a variance ten times the leading term below. If $W\gg\tau$ in this sense, the term $|n|$ is small beside $2W+1$ wherever $G$ matters. Also

$$\sum_nG(n)=\sum_s C(s)\sum_n C(n-s)=F^2 .$$

To leading order in $\tau/W$,

$$\mathrm{Var}\,\hat S_W\simeq\frac{2(2W+1)}M\,F^2 .$$

Each increase of $W$ by one, which admits a positive and a negative lag, adds the same amount, $4F^2/M$, to the variance. The signal stops growing after a few decay times of $C(t)$, but the noise does not.

**Q.** If I put $W=M$ there, I get a relative variance of 4, and you told me 2.

**A.** The formula assumed $W\ll M$, so it may not be used there. At large lags few pairs remain, and the prefactor $1/M$ suppresses their contribution.

**Q.** Then perhaps that prefactor is the culprit. At lag $t$ there are $M-|t|$ products, and an honest average divides by that number.

**A.** With $\mu$ known, that removes the bias at each lag, but it makes the full sum noisier. The form now has $A_{ij}=1/(M-|i-j|)$, and the trace formula still holds for Gaussian data. Away from the corners where $|i-j|$ is close to $M$, $A$ changes little over a distance $\tau$. Multiplication by $C$ then acts as multiplication by $F$, and

$$\frac{\mathrm{Var}}{F^2}\approx2\sum_{i,j}A_{ij}^2=2\sum_{|t|<M}\frac{M-|t|}{(M-|t|)^2}=\frac2M+4\sum_{k=1}^{M-1}\frac1k\simeq4\ln M+\text{const}.$$

The corners, where $M-|t|$ is comparable to $\tau$, have a size that does not depend on $M$, so they change the constant and leave the logarithm alone. The relative variance increases with the length of the run. For a Gaussian series with $\tau=5$, the exact trace gives 16.2 at $M=500$ and 21.7 at $M=2000$. The increase is 5.52, and $4\ln4$ is 5.55.

**Q.** I accept that the sum must be cut. But $\tau$ is a ratio, and the denominator $\hat C(0)$ fluctuates too.

**A.** It does. The estimator is

$$\hat\tau(W)=\frac12+\sum_{t=1}^W\frac{\hat C(t)}{\hat C(0)}=\frac{\hat S_W}{2\hat C(0)} .$$

Let $\tau_W=\frac12+\sum_{t=1}^W\rho(t)$ be the true sum cut at $W$. For $M\gg W$ the mean of $\hat S_W$ is $2\tau_WC(0)$. Expanding the ratio to first order in the deviations gives

$$\delta\hat\tau=\frac{\delta\hat S_W}{2C(0)}-\frac{2\tau_WC(0)\,\delta\hat C(0)}{2C(0)^2}=\frac{\delta\hat S_W-2\tau_W\,\delta\hat C(0)}{2C(0)} .$$

This is again a quadratic form, with $d(t)$ replaced by $d(t)-2\tau_W\delta_{t,0}$. The overlap of the new weights with themselves is

$$D(n)-4\tau_W\,d(n)+4\tau_W^2\,\delta_{n,0},$$

where the middle term counts the two equal cross products. Therefore

$$\mathrm{Var}\,\hat\tau\simeq\frac1{4C(0)^2}\,\frac2M\Big[\sum_nD(n)G(n)-4\tau_W\sum_{|n|\le W}G(n)+4\tau_W^2G(0)\Big].$$

For $W\gg\tau$, replace $\tau_W$ by $\tau$ and extend the sums over $G$ to infinity. Take out $F^2=4\tau^2C(0)^2$, so that the prefactor becomes $2\tau^2/M$:

$$\mathrm{Var}\,\hat\tau\simeq\frac{2\tau^2}M\Big[2W+1-\frac{\sum_n|n|G(n)}{F^2}-4\tau+\frac{G(0)}{C(0)^2}\Big].$$

The last three terms do not grow with $W$. They are of order $\tau$ when $C(t)$ decays on the scale $\tau$; a much slower mode that supplies a good part of $\tau$ raises the first of them to the order of the slow decay time, and $W$ must then be large compared with that time. The leading term is the Madras–Sokal variance,

$$\boxed{\;\mathrm{Var}\,\hat\tau(W)\simeq\frac{2(2W+1)}M\,\tau^2,\qquad \tau\ll W\ll M.\;}$$

It is a relative variance multiplied by $\tau^2$, so it keeps its form if $\tau$ is defined twice as large.

**Q.** You dropped $-4\tau$ beside $2W$. If $W$ is five times $\tau$, that is no small thing.

**A.** Correct, and the size can be found for exponential decay, $\rho(t)=a^{|t|}$. The geometric series gives

$$2\tau=\frac{1+a}{1-a},\qquad a=\frac{2\tau-1}{2\tau+1},\qquad \frac a{(1-a)^2}=\frac{4\tau^2-1}4 .$$

For $n\ge0$, the terms $0\le s\le n$ of $G(n)$ each give $a^n$. The terms outside that range give two equal geometric tails:

$$\frac{G(n)}{C(0)^2}=a^n\Big[n+1+\frac{2a^2}{1-a^2}\Big]=a^n(n+k),\qquad k=\frac{1+a^2}{1-a^2}=\tau+\frac1{4\tau} .$$

Use $\sum_{n\ge1} na^n=a/(1-a)^2$ and $\sum_{n\ge1} n^2a^n=a(1+a)/(1-a)^3=2\tau a/(1-a)^2$. Then

$$\frac{\sum_n|n|G(n)}{F^2}=\frac{2}{4\tau^2}\,\frac{4\tau^2-1}4\,(2\tau+k)=\frac32\tau+O(1/\tau).$$

Since $G(0)/C(0)^2=k\simeq\tau$, the bracket for $\hat\tau$ is

$$2W+1-\tfrac32\tau-4\tau+\tau=2W+1-\tfrac92\tau .$$

For $\hat S_W$, without the division, it is $2W+1-\tfrac32\tau$.

With $\tau=5$, $W=25$ and $M=2000$, the leading term is $2\times51/2000=0.0510$. The corrected formula for $\hat\tau$ gives $2\times28.5/2000=0.0285$, and the exact trace of the linearized form gives 0.0288. For $\hat S_W$ the two numbers are 0.0435 and 0.0432. So at $W=5\tau$ the boxed formula overestimates the variance of $\hat\tau$ almost twofold for this process, and its standard deviation by about a third. At $W=100\tau$, evaluated in the limit $M\gg W$ rather than at $M=2000$, the ratio of the variance to the leading term is 0.978.

**Q.** I do not know $\mu$, so what does the sample mean change here?

**A.** Write $\bar y=\bar x-\mu$. At each lag $t\ll M$,

$$\frac1M\sum_i(y_i-\bar y)(y_{i+t}-\bar y)\simeq\frac1M\sum_iy_iy_{i+t}-2\bar y^2+\bar y^2,$$

up to the few terms lost at the ends. The cut sum is lowered by $(2W+1)\bar y^2$, whose mean is $(2W+1)F/M$. The relative shift $-(2W+1)/M$ is much smaller than the relative noise $\sqrt{2(2W+1)/M}$ while $W\ll M$. At $W\sim M$ it is no longer small, and it ends in the exact zero found above.

**Q.** Local energies are not Gaussian, so the pairing rule fails.

**A.** The fourth moment then has an additional connected part $\kappa_{ijkl}$, the fourth cumulant. It contributes

$$\sum_{ijkl}A_{ij}A_{kl}\,\kappa_{ijkl},\qquad |A_{ij}|\le\frac1M .$$

Assume that $\kappa$ is absolutely summable over the three index differences, with sum $K$. This needs finite fourth moments and sufficiently fast loss of memory. The contribution is then at most $M\cdot K/M^2=K/M$ in magnitude, for any $W$. In $\hat\tau$ the weight at zero lag is changed by $-2\tau_W$, which also stays bounded as $W$ grows. Non-Gaussian data thus alter the terms that do not grow with $W$, and the growth survives:

$$\frac{d\,\mathrm{Var}\,\hat\tau}{dW}\simeq\frac{4\tau^2}M\qquad(\tau\ll W\ll M).$$

## Second half: the choice of window, and a hydrogen calculation

**Q.** Before we go on, which results do we carry over?

**A.** The series has $M$ values, variance $C(0)$, normalized autocorrelation $\rho(t)$ and integrated time $\tau=\frac12+\sum_{t\ge1}\rho(t)$ in steps. The variance of its average is $2\tau C(0)/M$. The estimate $\hat\tau(W)=\hat S_W/2\hat C(0)$ keeps lags up to $W$, where $\hat S_W$ is the sum of the estimated autocovariance over $|t|\le W$. Its true counterpart is $\tau_W$. For a $\rho(t)$ made of positive decaying exponentials, $W\ll M$ and $W$ much longer than the slowest decay time of $\rho(t)$, which is $\tau$ for a single exponential, the relative variance of both $\hat S_W$ and $\hat\tau$ is $2(2W+1)/M$ to leading order. For Gaussian data with such a $\rho(t)$ the corrections are at most of the relative order of that decay time divided by $W$; for $\hat\tau$ in a Gaussian series with exponential decay they replace $2W+1$ by $2W+1-\frac92\tau$. For other data the fourth cumulant adds a term that does not grow with $W$. It can exceed the leading term when rare, large deviations dominate the variance, and $W$ must then be larger still before the leading term prevails.

**Q.** The variance formula tells me to make $W$ small. Why not take $W=1$?

The sum of estimated autocovariances must be cut at a window $W$, because its noise grows with every lag admitted, and the variance of $\hat\tau(W)$ is now known to leading order. It remains to find what too small a window costs, to choose $W$ from the data, and to test the result on a hydrogen calculation.
